**Water collisions, water supply and site conversion during a purge**

The program tests the collision flux $\Phi=p/\sqrt{2\pi mkT}$ and the conversion law $-\ln(1-c)+Kc=s\Phi t/N$. Here $p$ is the water partial pressure, $m$ the water mass, $T$ the temperature, $t$ the purge time, $c$ the converted fraction, $s$ the reaction probability on a fresh surface and $N$ the site density; for a mixed chamber $K=s\Phi A/(xF)$, with reactive area $A$, water fraction $x$ and total molecular flow $F$. It asserts that the flux agrees with velocity quadrature and with counted random arrivals, and that the strike count and captured fractions agree with random molecular histories. It also asserts agreement of the conversion law with time integration of the coupled gas and surface balances and with a resolved diffusion film. A two-dimensional cross-flow calculation is required to respect the collision and supply limits. The output shows 38 collisions per nm² in ten seconds, but a supply of only 0.063 molecules per nm² to a 300 mm wafer, which limits its mean conversion to about 1.3 %. For a 1 cm² coupon with $s=0.01$, the conversion is 7.3 % in mixed gas and 5.1 % behind a 1 cm diffusion film.

## Verification by program

```python
"""Does 1 ppm of water in a purge gas spoil the separation of half-reactions?

Results under test:
  collision flux      Phi = p / sqrt(2 pi m k T)
  site conversion c   -ln(1-c) + K c = s Phi t / N
p: water partial pressure, m: water mass, T: temperature, t: purge time,
s: reaction probability per collision on a fresh surface, N: sites per area,
K = s Phi A / (x F) for a mixed chamber: A reactive area, x water fraction,
F total molecular flow.  For a diffusion film K = s w h / D, where w is the
mean one-way normal speed, h the film thickness and D the diffusion coefficient.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse import lil_matrix
from scipy.sparse.linalg import spsolve

# Inputs: rough round values for a single-wafer chamber
temperature = 473.0
pressure = const.torr
water_fraction = 1e-6
purge_time = 10.0
water_mass = 18.015 * const.atomic_mass
site_density = 5e18
flow_sccm = 1000.0
gap = 0.01
diffusion = 400e-4
wafer_area = np.pi * 0.15**2
coupon_area = 1e-4
wall_area = 0.2
tolerated = 0.05
probabilities = (1e-4, 1e-2, 1.0)

thermal_energy = const.k * temperature
gas_density = pressure / thermal_energy
water_density = water_fraction * gas_density
water_pressure = water_fraction * pressure
flux = water_pressure / np.sqrt(2*np.pi*water_mass*thermal_energy)
one_way_speed = flux / water_density
dose = flux * purge_time
standard_density = const.atm / (const.k * 273.15)
molecular_flow = flow_sccm * 1e-6 / 60 * standard_density
water_flow = water_fraction * molecular_flow
volume_flow = molecular_flow / gas_density
volume = wafer_area * gap
residence = volume / volume_flow


def flow_parameter(s, area):
    return s * flux * area / water_flow


def conversion(s, k_value, exposure=dose):
    """Closed conversion law, solved for the converted fraction."""
    target = s * exposure / site_density
    return brentq(lambda c: -np.log1p(-c) + k_value*c - target,
                  0.0, 1 - 1e-14, xtol=1e-14)


def integrated_conversion(s, area):
    """Coupled gas and surface balances, with no steady-gas assumption."""
    def rates(time, state):
        gas, converted = state
        reactive = s * (1 - converted) * one_way_speed * gas
        return [(1-gas)/residence - reactive*area/volume,
                reactive*water_density/site_density]
    run = solve_ivp(rates, (0, purge_time), [1.0, 0.0], method="Radau",
                    rtol=1e-8, atol=1e-11)
    assert run.success
    return run.y[1, -1]


def film_conversion(s, cells=30):
    """Resolved diffusion film with fixed density at its outer edge."""
    dz = gap / cells

    def rates(time, state):
        gas, converted = state[:-1], state[-1]
        current = np.empty(cells + 1)
        current[0] = diffusion * (1-gas[0]) / (dz/2)
        current[1:-1] = diffusion * (gas[:-1]-gas[1:]) / dz
        speed = s * (1-converted) * one_way_speed
        current[-1] = gas[-1] * speed / (1 + speed*dz/(2*diffusion))
        return np.append((current[:-1]-current[1:])/dz,
                         current[-1]*water_density/site_density)
    start = np.append(np.ones(cells), 0.0)
    run = solve_ivp(rates, (0, purge_time), start, method="Radau",
                    rtol=1e-7, atol=1e-10)
    assert run.success
    return run.y[-1, -1]


def crossflow_capture(s, nx=120, nz=20):
    """Captured water fraction for flow across a fresh square wafer."""
    length = np.sqrt(wafer_area)
    dx, dz = length/nx, gap/nz
    speed = volume_flow / (length*gap)
    surface_speed = s*one_way_speed / (1 + s*one_way_speed*dz/(2*diffusion))
    matrix = lil_matrix((nx*nz, nx*nz))
    source = np.zeros(nx*nz)
    for i in range(nx):
        for j in range(nz):
            cell = i*nz + j
            if i == 0:
                source[cell] += speed*dz
            if i == nx-1:
                matrix[cell, cell] += speed*dz
            else:
                right = cell + nz
                ahead = (speed/2 + diffusion/dx)*dz
                back = (speed/2 - diffusion/dx)*dz
                matrix[cell, cell] += ahead
                matrix[cell, right] += back
                matrix[right, cell] -= ahead
                matrix[right, right] -= back
            if j == 0:
                matrix[cell, cell] += surface_speed*dx
            if j < nz-1:
                above = cell + 1
                link = diffusion*dx/dz
                matrix[cell, cell] += link
                matrix[above, above] += link
                matrix[cell, above] -= link
                matrix[above, cell] -= link
    density = spsolve(matrix.tocsr(), source).reshape(nx, nz)
    return surface_speed*dx*density[:, 0].sum() / (speed*gap)


# Flux from the velocity distribution and from counted wall arrivals
rng = np.random.default_rng(7)
spread = np.sqrt(thermal_energy / water_mass)
upper = quad(lambda v: v*np.exp(-v*v/2), 0, np.inf)[0]
norm = quad(lambda v: np.exp(-v*v/2), -np.inf, np.inf)[0]
assert abs(spread*upper/norm/one_way_speed - 1) < 1e-7
sample = 2_000_000
time_step = 1e-6
depth = 8*spread*time_step
position = rng.uniform(0, depth, sample)
velocity = rng.normal(0, spread, sample)
arrivals = np.mean(position + velocity*time_step < 0)
counted_flux = water_density*depth*arrivals/time_step
# About 100000 arrivals: one standard error is near 0.3 percent
assert abs(counted_flux/flux - 1) < 0.015

# Repeated strikes and capture from random molecular histories
strikes = flow_parameter(1.0, wafer_area)
stay = rng.exponential(residence, 400_000)
hits = rng.poisson(stay*one_way_speed*wafer_area/volume)
assert abs(hits.mean()/strikes - 1) < 0.01
for s in probabilities:
    k_value = flow_parameter(s, wafer_area)
    captured = np.mean(1 - (1-s)**hits)
    # Absolute sampling error is below 0.001
    assert abs(captured - k_value/(1+k_value)) < 0.004

# Conversion law against time integration; the initial gas content
# limits the difference caused by the steady-gas assumption
cases = [(s, wafer_area) for s in probabilities] + [(0.01, coupon_area)]
results = []
for s, area in cases:
    k_value = flow_parameter(s, area)
    closed = conversion(s, k_value)
    direct = integrated_conversion(s, area)
    stored = water_density*volume/(area*site_density)
    assert abs(closed-direct) < stored*k_value/(1+k_value) + 1e-6
    assert direct <= water_flow*purge_time/(area*site_density) + stored
    results.append(closed)

# Diffusion film: same law, with its own K
film_k = 0.01*one_way_speed*gap/diffusion
film_closed = conversion(0.01, film_k)
film_direct = film_conversion(0.01)
initial_gas = water_density*gap/site_density
assert abs(film_closed-film_direct) < initial_gas + 1e-6

# Probability needed when gas is undepleted, tested on a tiny surface
needed_s = -np.log(1-tolerated)*site_density/dose
assert abs(integrated_conversion(needed_s, 1e-7) - tolerated) < 2e-5

# Supply-limited impurity level, tested with the fully reactive surface
supply = water_flow*purge_time/wafer_area
supply_limit = supply/site_density
ppm_limit = tolerated/supply_limit*water_fraction*1e6
scaled_dose = dose*ppm_limit*1e-6/water_fraction
at_limit = conversion(1.0, strikes, scaled_dose)
assert abs(at_limit/tolerated - 1) < 0.01
assert results[2] < tolerated < results[3]

# Flow pattern and both upper limits
mixed, crossed = [], []
for s in probabilities:
    k_value = flow_parameter(s, wafer_area)
    mixed.append(k_value/(1+k_value))
    crossed.append(crossflow_capture(s))
    assert crossed[-1] <= min(1.0, k_value) + 1e-9
    assert 0.95 < crossed[-1]/mixed[-1] < 1.3


def show(label, value, unit):
    print(f"{label}: {value:.4g} {unit}")


show("Temperature", temperature, "K")
show("Total pressure", pressure/const.torr, "torr")
show("Water fraction", water_fraction*1e6, "ppm")
show("Purge time", purge_time, "s")
show("Site density", site_density*1e-18, "per nm2")
show("Gas flow", flow_sccm, "sccm")
show("Gap", gap*100, "cm")
show("Diffusion coefficient", diffusion*1e4, "cm2/s")
show("Wafer area", wafer_area*1e4, "cm2")
show("Water partial pressure", water_pressure, "Pa")
show("Water molecule mass", water_mass, "kg")
show("Thermal energy kT", thermal_energy, "J")
show("Water density", water_density, "per m3")
show("Mean one-way normal speed w", one_way_speed, "m/s")
show("Collision flux", flux*1e-18, "per nm2 per s")
show("Flux from counted arrivals", counted_flux*1e-18, "per nm2 per s")
show("Collisions in purge", dose*1e-18, "per nm2")
show("Collisions per site", dose/site_density, "(no unit)")
show("s for 5 % conversion, undepleted gas", needed_s, "(no unit)")
show("Total molecular flow", molecular_flow, "per s")
show("Water molecular flow", water_flow, "per s")
show("Gas residence time", residence*1000, "ms")
show("Water supplied to wafer in purge", supply*1e-18, "per nm2")
show("Strikes per molecule, unreactive wafer", strikes, "(no unit)")
show("Supply limit on wafer conversion", 100*supply_limit, "%")
for index, s in enumerate(probabilities):
    show(f"Wafer K, s={s:g}", flow_parameter(s, wafer_area), "(no unit)")
    show(f"Wafer conversion, s={s:g}", 100*results[index], "%")
    show(f"Mixed-chamber capture, s={s:g}", 100*mixed[index], "%")
    show(f"Cross-flow capture, s={s:g}", 100*crossed[index], "%")
show("Water level for 5 % supply limit", ppm_limit, "ppm")
show("Coupon area", coupon_area*1e4, "cm2")
show("Coupon K from flow, s=0.01", flow_parameter(0.01, coupon_area), "(no unit)")
show("Coupon conversion, mixed gas, s=0.01", 100*results[3], "%")
show("Film K, s=0.01", film_k, "(no unit)")
show("Coupon conversion, 1 cm film only, s=0.01", 100*film_closed, "%")
show("Initial gas water over wafer / sites", 100*initial_gas, "%")
show("Assumed wall area for desorption", wall_area, "m2")
show("Wall release equal to purge supply",
     water_flow*purge_time/wall_area*1e-18, "per nm2")
print("every check passed")
```

It prints:

```
Temperature: 473 K
Total pressure: 1 torr
Water fraction: 1 ppm
Purge time: 10 s
Site density: 5 per nm2
Gas flow: 1000 sccm
Gap: 1 cm
Diffusion coefficient: 400 cm2/s
Wafer area: 706.9 cm2
Water partial pressure: 0.0001333 Pa
Water molecule mass: 2.991e-26 kg
Thermal energy kT: 6.53e-21 J
Water density: 2.042e+16 per m3
Mean one-way normal speed w: 186.4 m/s
Collision flux: 3.805 per nm2 per s
Flux from counted arrivals: 3.81 per nm2 per s
Collisions in purge: 38.05 per nm2
Collisions per site: 7.611 (no unit)
s for 5 % conversion, undepleted gas: 0.00674 (no unit)
Total molecular flow: 4.478e+20 per s
Water molecular flow: 4.478e+14 per s
Gas residence time: 32.23 ms
Water supplied to wafer in purge: 0.06335 per nm2
Strikes per molecule, unreactive wafer: 600.7 (no unit)
Supply limit on wafer conversion: 1.267 %
Wafer K, s=0.0001: 0.06007 (no unit)
Wafer conversion, s=0.0001: 0.07177 %
Mixed-chamber capture, s=0.0001: 5.667 %
Cross-flow capture, s=0.0001: 5.815 %
Wafer K, s=0.01: 6.007 (no unit)
Wafer conversion, s=0.01: 1.085 %
Mixed-chamber capture, s=0.01: 85.73 %
Cross-flow capture, s=0.01: 99.16 %
Wafer K, s=1: 600.7 (no unit)
Wafer conversion, s=1: 1.265 %
Mixed-chamber capture, s=1: 99.83 %
Cross-flow capture, s=1: 100 %
Water level for 5 % supply limit: 3.946 ppm
Coupon area: 1 cm2
Coupon K from flow, s=0.01: 0.008498 (no unit)
Coupon conversion, mixed gas, s=0.01: 7.271 %
Film K, s=0.01: 0.466 (no unit)
Coupon conversion, 1 cm film only, s=0.01: 5.1 %
Initial gas water over wafer / sites: 0.004083 %
Assumed wall area for desorption: 0.2 m2
Wall release equal to purge supply: 0.02239 per nm2
every check passed
```
